**Dead-time correction with a raster gate**

The program tests $R=M/(1-M\tau/g)$, where $M$ is the recorded full-frame rate, $R$ the true full-frame rate of accepted ions, $\tau$ the non-paralysable dead time and $g$ the open fraction of the frame time. For $M=500{,}000$ counts/s, $\tau=50$ ns and $g=0.25$ it gives $R=555{,}556$ counts/s, while the correction based on the average rate gives 512,821 counts/s, which is 7.69 percent too low. An event-by-event simulation of gated Poisson arrivals recorded 499,867 counts/s; the gate-open correction turned this into 555,391 counts/s and the average-rate correction into 512,680 counts/s. In a control with the same true mean rate spread evenly over time, the average-rate correction gave 555,924 counts/s, as expected if gating causes the discrepancy. The program asserts that all three corrected rates agree with the predictions to within about 0.35 percent of the true rate, which is five standard deviations of the gate-open result. Sums over gamma probabilities test both corrections at strong and weak signal and for a narrower gate, together with the gate-edge shifts and the counting noise. Further assertions test the error from uneven emission by quadrature and root finding, and the paralysable alternative by simulation.

## Numerical verification

```python
"""Dead-time correction of a raster-gated pulse counter (dynamic SIMS).

Result under test: with recorded full-frame rate M, open-time fraction g and
non-paralysable dead time tau, the true full-frame rate of accepted ions is
    R = M / (1 - M*tau/g),
whereas M / (1 - M*tau) is too low by the fraction
    (1/g - 1) * M*tau / (1 - M*tau).
m = M/g is the recorded rate and n = R/g the true rate while the gate is open.
Rates are in counts per second, times in seconds unless a name says otherwise.
"""
import numpy as np
from scipy.constants import elementary_charge
from scipy.optimize import brentq
from scipy.special import gammainc, lambertw

rng = np.random.default_rng(12345)

# Round model parameters
tau = 50e-9
M = 500_000.0
lines_per_frame = 100
line_time = 1e-3
open_lines = 50
open_time = 0.5e-3
raster_side_um = 200.0
primary_current = 100e-9
erosion_nm_per_s = 0.2
decay_length_nm = 5.0

frame_time = lines_per_frame * line_time
g = open_lines * open_time / frame_time


def correct(recorded_average, open_fraction, dead_time=tau):
    """True full-frame rate from the gate-open recorded rate."""
    gate_rate = recorded_average / open_fraction
    return open_fraction * gate_rate / (1 - gate_rate * dead_time)


def error_formula(recorded_average, open_fraction):
    """Relative error of the correction that uses the frame average."""
    x = recorded_average * tau
    return -(1 / open_fraction - 1) * x / (1 - x)


m = M / g
R = correct(M, g)
n = R / g
R_avg = correct(M, 1.0)
error_avg = R_avg / R - 1


# Event-by-event simulation on the real timeline
def count_events(times):
    """Each recorded pulse blocks the counter for tau; lost pulses do not."""
    recorded, free_at = 0, -1.0
    for t in times.tolist():
        if t >= free_at:
            recorded += 1
            free_at = t + tau
    return recorded


sim_time = 4.0
total_open = sim_time * g
u = np.sort(rng.uniform(0, total_open, rng.poisson(n * total_open)))
opening = np.floor(u / open_time).astype(int)
frame, line = np.divmod(opening, open_lines)
first_line = (lines_per_frame - open_lines) // 2
gated_times = (frame * frame_time + (first_line + line) * line_time
               + (line_time - open_time) / 2 + u - opening * open_time)
sim_gated = count_events(gated_times) / sim_time
even_times = np.sort(rng.uniform(0, sim_time, rng.poisson(R * sim_time)))
sim_even = count_events(even_times) / sim_time

# Five standard deviations of the corrected rate
tol = 5 / np.sqrt(sim_gated * sim_time)
assert abs(correct(sim_gated, g) / R - 1) < tol
assert abs(correct(sim_gated, 1.0) / R - 1 - error_formula(M, g)) < tol
assert abs(correct(sim_even, 1.0) / R - 1) < tol   # control without gating


# Exact count moments for one gate opening, counter free at the start
def count_moments(true_rate, duration):
    """P(N >= k) is a gamma probability after k-1 blocked intervals."""
    k = np.arange(1, int(duration / tau) + 2)
    free_time = np.maximum(duration - (k - 1) * tau, 0.0)
    p = gammainc(k, true_rate * free_time)
    mean = p.sum()
    return mean, ((2 * k - 1) * p).sum() - mean**2


g_side = 25 * 0.25e-3 / frame_time     # 25 percent of each raster side
M_low = 5000.0
for avg, n_lines, duration in ((M, open_lines, open_time),
                               (M_low, open_lines, open_time),
                               (M, 25, 0.25e-3)):
    fraction = n_lines * duration / frame_time
    truth = correct(avg, fraction)
    mean, _ = count_moments(truth / fraction, duration)
    seen = mean * n_lines / frame_time
    # Tolerance covers the small extra count at each gate opening
    assert abs(correct(seen, fraction) / truth - 1) < 1e-4
    naive_error = correct(seen, 1.0) / truth - 1
    assert abs(naive_error - error_formula(avg, fraction)) < 1e-4

mean_open, var_open = count_moments(n, open_time)
edge_free = mean_open - m * open_time
edge_blocked = count_moments(n, open_time - tau)[0] - m * open_time
assert abs(edge_free - (m * tau)**2 / 2) < 1e-6
assert abs(edge_blocked - ((m * tau)**2 / 2 - m * tau)) < 1e-6

# Counting noise in one second, carried through the correction numerically
assert abs(var_open / (m * open_time * (1 - m * tau)**2) - 1) < 1e-3
openings_per_s = open_lines / frame_time
slope = (correct(M + 10, g) - correct(M - 10, g)) / 20
noise = slope * np.sqrt(openings_per_s * var_open) / R
assert abs(noise * np.sqrt(M) - 1) < 1e-3

# Rate variation while counts are accepted
nodes, weights = np.polynomial.legendre.leggauss(40)
weights = weights / 2


def uniform_rate_error(shape):
    """Relative error of R when the true rate follows shape."""
    shape = shape / (weights @ shape)

    def mismatch(mean_rate):
        local = mean_rate * shape
        return weights @ (local / (1 + local * tau)) - m

    true_mean = brentq(mismatch, m, 2 * n, xtol=1e-6, rtol=1e-14)
    return n / true_mean - 1, weights @ (shape - 1)**2


variation = 0.30
err_shape, s2_shape = uniform_rate_error(1 + variation * nodes)
depth_change = erosion_nm_per_s * 1.0
err_decay, s2_decay = uniform_rate_error(
    np.exp(-depth_change * (nodes + 1) / 2 / decay_length_nm))
for err, s2 in ((err_shape, s2_shape), (err_decay, s2_decay)):
    assert abs(err / (-m * tau * s2) - 1) < 0.02

# Paralysable alternative, checked by counting gaps longer than tau
n_par = -lambertw(-m * tau).real / tau
arrivals = np.sort(rng.uniform(0, 1, rng.poisson(n_par)))
recorded_par = 1 + np.count_nonzero(np.diff(arrivals) > tau)
assert abs(recorded_par / m - 1) < 5 / np.sqrt(m)

shift_tau = correct(M, g, tau + 5e-9) / R - 1
g_flyback = 0.95 * g
shift_flyback = correct(M, g_flyback) / R - 1
ions_per_primary = n * elementary_charge / primary_current


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Dead time", f"{tau*1e9:.0f}", "ns")
show("Recorded full-frame rate M", f"{M:.0f}", "counts/s")
show("Raster side", f"{raster_side_um:.0f}", "um")
show("Gated side", f"{raster_side_um*np.sqrt(g):.0f}", "um")
show("Frame time", f"{frame_time*1e3:.0f}", "ms")
show("Lines per frame", lines_per_frame)
show("Lines with an opening", open_lines)
show("Length of one opening", f"{open_time*1e3:.2f}", "ms")
show("Open fraction g", f"{g:.4f}")
show("Gate-open recorded rate m", f"{m:.0f}", "counts/s")
show("Blocked fraction of open time m*tau", f"{m*tau:.4f}")
show("Blocked fraction of frame time M*tau", f"{M*tau:.4f}")
show("Gate-open true rate n", f"{n:.0f}", "counts/s")
show("Correct full-frame rate R", f"{R:.0f}", "counts/s")
show("Average-rate correction R_avg", f"{R_avg:.0f}", "counts/s")
show("Shortfall R - R_avg", f"{R-R_avg:.0f}", "counts/s")
show("Error of R_avg", f"{100*error_avg:.2f}", "%")
show("Error of uncorrected M", f"{100*(M/R-1):.2f}", "%")
show("Lost rate R - M", f"{R-M:.0f}", "counts/s")
show("Rate restored by R_avg", f"{R_avg-M:.0f}", "counts/s")
show("Share of loss restored", f"{100*(R_avg-M)/(R-M):.1f}", "%")
show("Simulation, gated: recorded", f"{sim_gated:.0f}", "counts/s")
show("  corrected with gate-open rate", f"{correct(sim_gated,g):.0f}", "counts/s")
show("  corrected with average rate", f"{correct(sim_gated,1):.0f}", "counts/s")
show("Simulation, even arrivals: recorded", f"{sim_even:.0f}", "counts/s")
show("  corrected with average rate", f"{correct(sim_even,1):.0f}", "counts/s")
show("Simulated time for each case", f"{sim_time:.0f}", "s")
show("Weak signal M", f"{M_low:.0f}", "counts/s")
show("Average-rate error, weak signal", f"{100*error_formula(M_low,g):.3f}", "%")
show("If 25 % of each side: g", f"{g_side:.4f}")
show("  correct full-frame rate", f"{correct(M,g_side):.0f}", "counts/s")
show("  error of average-rate result", f"{100*(R_avg/correct(M,g_side)-1):.1f}", "%")
show("Change of R for dead time +5 ns", f"{100*shift_tau:.2f}", "%")
show("Gate-open rate if paralysable", f"{n_par:.0f}", "counts/s")
show("Change of R if paralysable", f"{100*(n_par/n-1):.2f}", "%")
show("g with 5 % flyback time", f"{g_flyback:.4f}")
show("Change of R with 5 % flyback", f"{100*shift_flyback:.2f}", "%")
show("Emission variation across gate, +/-", f"{100*variation:.0f}", "%")
show("  relative variance s^2", f"{s2_shape:.4f}")
show("  error of R", f"{100*err_shape:.2f}", "%")
show("Erosion rate", f"{erosion_nm_per_s:.1f}", "nm/s")
show("Profile decay length", f"{decay_length_nm:.1f}", "nm")
show("Error of R from decay in 1 s", f"{100*err_decay:.4f}", "%")
show("Mean recorded per opening m*T", f"{m*open_time:.0f}", "counts")
show("Edge shift, counter free", f"{edge_free:+.4f}", "counts/opening")
show("Edge shift, just blocked", f"{edge_blocked:+.4f}", "counts/opening")
show("Noise of R in 1 s (one std. dev.)", f"{100*noise:.3f}", "%")
show("Primary current", f"{primary_current*1e9:.0f}", "nA")
show("Detected ions per primary charge", f"{ions_per_primary:.2e}")
print("every check passed")
```

Printed output:

```
Dead time: 50 ns
Recorded full-frame rate M: 500000 counts/s
Raster side: 200 um
Gated side: 100 um
Frame time: 100 ms
Lines per frame: 100
Lines with an opening: 50
Length of one opening: 0.50 ms
Open fraction g: 0.2500
Gate-open recorded rate m: 2000000 counts/s
Blocked fraction of open time m*tau: 0.1000
Blocked fraction of frame time M*tau: 0.0250
Gate-open true rate n: 2222222 counts/s
Correct full-frame rate R: 555556 counts/s
Average-rate correction R_avg: 512821 counts/s
Shortfall R - R_avg: 42735 counts/s
Error of R_avg: -7.69 %
Error of uncorrected M: -10.00 %
Lost rate R - M: 55556 counts/s
Rate restored by R_avg: 12821 counts/s
Share of loss restored: 23.1 %
Simulation, gated: recorded: 499867 counts/s
  corrected with gate-open rate: 555391 counts/s
  corrected with average rate: 512680 counts/s
Simulation, even arrivals: recorded: 540889 counts/s
  corrected with average rate: 555924 counts/s
Simulated time for each case: 4 s
Weak signal M: 5000 counts/s
Average-rate error, weak signal: -0.075 %
If 25 % of each side: g: 0.0625
  correct full-frame rate: 833333 counts/s
  error of average-rate result: -38.5 %
Change of R for dead time +5 ns: 1.12 %
Gate-open rate if paralysable: 2236651 counts/s
Change of R if paralysable: 0.65 %
g with 5 % flyback time: 0.2375
Change of R with 5 % flyback: 0.59 %
Emission variation across gate, +/-: 30 %
  relative variance s^2: 0.0300
  error of R: -0.30 %
Erosion rate: 0.2 nm/s
Profile decay length: 5.0 nm
Error of R from decay in 1 s: -0.0013 %
Mean recorded per opening m*T: 1000 counts
Edge shift, counter free: +0.0050 counts/opening
Edge shift, just blocked: -0.0950 counts/opening
Noise of R in 1 s (one std. dev.): 0.141 %
Primary current: 100 nA
Detected ions per primary charge: 3.56e-06
every check passed
```
